Gauge Parameter in Relativistic Electric Multipole Amplitudes: Coulomb and Babushkin Forms

**Definitions and conventions**

An electron of mass m and charge q = −e moves in a local central potential energy V(r), with Dirac Hamiltonian

H = cα·p + βmc² + V(r).   (1)

Here α has the Pauli matrices σ in its off-diagonal blocks; the fine-structure constant is α_f, and ƛ = ħ/mc. The orbital angular momentum **L** = −i r×∇ is in units of ħ; the plain letter L is the multipole order. Bound states are

(1/r)( P(r)Ω_κm , iQ(r)Ω_−κm ),   ∫(P²+Q²)dr = 1,   (2)

with P, Q real and Ω_κm the spin-angular function with κ = −(l+1) for j = l+½ and κ = l for j = l−½. Since σ·**L** = j(j+1) − l(l+1) − ¾ equals l or −(l+1) in these cases, σ·**L**Ω_κ = −(κ+1)Ω_κ. The operator σ_r = σ·r̂ is a rotational scalar of odd parity with σ_r² = 1, so it maps Ω_κm onto Ω_−κm up to a phase; with Condon–Shortley phases and the orbital momentum coupled first, ⟨l m_l ½ m_s|j m⟩, σ_rΩ_κ = −Ω_−κ (the opposite coupling order reverses this sign). From (σ·r̂)(σ·∇) = ∂_r + iσ·(r̂×∇) and r×∇ = i**L**, multiplication by σ_r gives

σ·∇ = σ_r(∂_r − σ·**L**/r).   (3)

Hence σ·p(PΩ_κ/r) = iħ(P′+κP/r)Ω_−κ/r and σ·p(iQΩ_−κ/r) = −ħ(Q′−κQ/r)Ω_κ/r, and the lower and upper rows of the eigenvalue equation read

ħc(P′ + κP/r) = (E − V + mc²)Q,   ħc(Q′ − κQ/r) = −(E − V − mc²)P.   (4)

For a lower state a and an upper state b we write Δκ = κ_b − κ_a, Y_ba = ∫Ω†_b Y_LM Ω_a dΩ and

N = P_bP_a + Q_bQ_a,   S = P_bQ_a + Q_bP_a,   D = P_bQ_a − Q_bP_a.   (5)

The field couples through H_int = q(φ − cα·A). The part ∝ e^{−iωt} drives absorption a → b; k = ω/c, x = kr, and a prime on j_L means d/dx.

**Multipole potentials and the gauge parameter**

Let ψ = j_L(x)Y_LM with L ≥ 1, so that ∇²ψ = −k²ψ, and let t = r∇Y_LM, which is tangential. The longitudinal field is

a^l = ∇ψ/k = j_L′ r̂Y + (j_L/x) t.   (6)

The transverse electric field is a^E = −∇×(r×∇ψ)/(kΛ) with Λ = √(L(L+1)); as a curl it has no divergence. The expansion ∇×(r×F) = r(∇·F) − 3F + F − (r·∇)F with F = ∇ψ, and ∇(r·∇ψ) = ∇ψ + (r·∇)∇ψ, give ∇×(r×∇ψ) = −k²rψ − ∇[∂_r(rψ)]. With u = xj_L, ∂_r(rψ) = u′Y. The radial component of a^E is then (u″+u)Y/Λ, which the Bessel equation u″ + u = L(L+1)u/x² turns into Λj_LY/x, and the tangential part is u′t/(xΛ):

a^E = Λ(j_L/x) r̂Y + (j_L′ + j_L/x) t/Λ.   (7)

Start from A = A₀a^E, φ = 0, and transform by A → A + ∇χ, φ → φ − ∂χ/∂t with χ = −GA₀ψe^{−iωt}/k and G any real number. Because χ obeys the wave equation, the Lorenz condition ∇·A + c⁻²∂φ/∂t = 0 holds for every G. Then A = A₀(a^E − Ga^l), φ = iωχ = −icGA₀ψ, and H_int = −qcA₀T(G) with

T(G) = α·a^E − G(α·a^l − iψ).   (8)

**Reduction to radial integrals**

Take a field a = f(r)r̂Y + g(r)t. From (2),

⟨b|α·a|a⟩ = i∫dr dΩ [P_bQ_a Ω†_κb σ·a Ω_−κa − Q_bP_a Ω†_−κb σ·a Ω_κa].   (9)

The integral of Y between Ω_−κb and Ω_−κa is also Y_ba, because σ_rYσ_r = Y. For the radial part, σ_r acting on the right-hand spinor gives −Y_ba for both angular integrals in (9), so it contributes −iY_ba∫fD dr. For the tangential part, (3) applied to Y gives σ·t = −σ_r σ·(**L**Y) = −σ_r[σ·**L**, Y]. Let σ_r act to the left. In the first term, Ω†_κb σ_r = −Ω†_−κb, and the commutator between the states −κ_b and −κ_a gives (κ_b−1) − (κ_a−1) = Δκ, so the angular integral is +ΔκY_ba. In the second term the commutator stands between κ_b and κ_a and gives −(κ_b+1) + (κ_a+1) = −Δκ; the minus sign in (9) makes the two terms add up to S. Therefore

⟨b|α·a|a⟩ = iY_ba∫(Δκ gS − fD)dr,   ⟨b|ψ|a⟩ = Y_ba∫j_LN dr.   (10)

Inserting f and g from (6) and (7) into (8),

⟨b|T(G)|a⟩ = iY_ba M(G),   M(G) = M_C − G M_l,   (11)

M_C = ∫[Δκ(j_L′ + j_L/x)S/Λ − Λ(j_L/x)D]dr,   (12)

M_l = ∫[Δκ(j_L/x)S − j_L′D − j_LN]dr.   (13)

No eigenvalue equation was used, so (11)–(13) hold for any two functions of the form (2) and any k.

The choice G = 0 has ∇·A = 0 and φ = 0: the Coulomb gauge, with amplitude M_C. The Babushkin gauge is G_B = √((L+1)/L). Since G_BΛ = L+1 and Λ = LG_B, the recurrence j_L′ − Lj_L/x = −j_{L+1} gives for a^E − G_Ba^l the tangential coefficient [j_L′ + j_L/x − (L+1)j_L/x]/Λ = −j_{L+1}/Λ = −G_Bj_{L+1}/(L+1) and the radial coefficient G_B(Lj_L/x − j_L′) = G_Bj_{L+1}. At small x both j_L′ and j_L/x are of order x^{L−1}; this value of G cancels that order in both components of A. Then

M_B = G_B∫{ j_LN − j_{L+1}[ΔκS/(L+1) + D] }dr,   (14)

where the first term comes from the scalar potential and the second from the vector potential.

**Long-wavelength limit: velocity and length forms**

With j_L = x^L[1 − x²/(4L+6) + …]/(2L+1)!!, ψ → k^Lf/(2L+1)!! with f = r^LY, which is harmonic. By the cancellation just shown, a^E = G_Ba^l + O(x^{L+1}). The leading operators are thus

T(0) → G_Bk^{L−1}α·∇f/(2L+1)!!,   T(G_B) → iG_Bk^Lf/(2L+1)!!.   (15)

The first contains the Dirac velocity operator cα, the second the multipole moment r^LY. With ∇f = r^{L−1}(Lr̂Y + t), equation (10) gives

M_V = G_Bk^{L−1}∫r^{L−1}(ΔκS − LD)dr/(2L+1)!!,   M_len = G_Bk^L∫r^LN dr/(2L+1)!!.   (16)

For a hydrogen-like transition that changes n, r ~ ƛ/(Zα_f) and k ~ (Zα_f)²/ƛ, so x ~ Zα_f, and Q/P ~ Zα_f. Both M_V and M_len are of order (Zα_f)^L. The terms dropped from M_C are smaller by x²; those dropped from (14) by x² (scalar part) and xQ/P (vector part). The gauges therefore coincide with the velocity and length forms up to relative corrections O((Zα_f)²), provided the leading integral is not accidentally small; at finite wavelength they are (12) and (14), not (16).

The nonrelativistic content of M_V follows from E − V + mc² ≈ 2mc² in (4), whose relative error, from the binding energy and |V|/2mc² = Zα_fƛ/2r, is of order (Zα_f)² at the radii r ~ ƛ/(Zα_f) that carry the weight of the integrals and reaches order 1 only in the small region r ≲ Zα_fƛ. The lower spinor is then σ·p u/(2mc), u being the upper one, and

α·a → [(σ·a)(σ·p) + (σ·p)(σ·a)]/2mc = [a·p + p·a + ħσ·(∇×a)]/2mc,   (17)

where iσ·(a×p + p×a) = ħσ·(∇×a) was used. For a = ∇f the curl vanishes, and ∇·a = 0 makes p·a = a·p, so α·∇f → ∇f·p/mc = −iƛ∇f·∇: the Schrödinger velocity form. Acting on u = (P_a/r)Ω_a, the radial derivative gives Lr^{L−1}(P_a/r)′YΩ_a. The tangential product follows from −**L**²(YΩ_a) = −(**L**²Y)Ω_a − Y**L**²Ω_a + 2t·r∇Ω_a; projected on Ω_b it is ½[L(L+1) + l_a(l_a+1) − l_b(l_b+1)]Y_ba. Since L(P_a′ − P_a/r) + ½L(L+1)P_a/r = LP_a′ + ½L(L−1)P_a/r, the integral in M_V becomes

−ƛ∫r^{L−1}P_b{LP_a′ + ½[L(L−1) + l_a(l_a+1) − l_b(l_b+1)]P_a/r}dr,   (18)

while that in M_len becomes ∫r^LP_bP_a dr.

The correction can be had in closed form for hydrogenic 2p–1s. With a_Z = ƛ/(Zα_f), P_bP_a ∝ r³e^{−3r/2a_Z} and k = 3Zα_f/(8a_Z). Let I_n = ∫r^nP_bP_a dr ∝ (n+3)!(2a_Z/3)^{n+4}, so I₂/I₁ = 10a_Z/3 and I₃/I₁ = 40a_Z²/3. The scalar part, with j₁ = (x/3)(1 − x²/10), changes M_len by the fraction −k²I₃/(10I₁) = −(3/16)(Zα_f)². For the vector part j₂ = x²/15, and Q = (ƛ/2)(P′+κP/r). For 1s, Q_a = −(Zα_f/2)P_a. For 2p₁/₂, Δκ = 2 and the bracket in (14) is S + D = 2P_bQ_a = −Zα_fP_bP_a, giving the fraction +Zα_f kI₂/(5I₁) = +(1/4)(Zα_f)². For 2p₃/₂, Δκ = −1 and Q_b = −(Zα_f/4)P_b, so the bracket is ½P_bQ_a − (3/2)Q_bP_a = +(Zα_f/8)P_bP_a and the fraction is −(1/32)(Zα_f)². To leading order,

M_B/M_len − 1 = +(Zα_f)²/16 for 2p₁/₂,   −7(Zα_f)²/32 for 2p₃/₂.   (19)

Dirac–Coulomb functions give 0.06251 at Z = 2 and 0.06255 at Z = 4 for the first coefficient, against 1/16 = 0.0625.

**Gauge independence for a common local potential**

Both β and a local V commute with the function ψ, so [H, ψ] = cα·[p, ψ] = −iħcα·∇ψ, that is α·a^l = i[H, ψ]/ħω. If a and b are eigenstates of this H, and H may be moved onto ⟨b| without a surface term,

⟨b|α·a^l − iψ|a⟩ = i[(E_b − E_a)/ħω − 1]⟨b|ψ|a⟩.   (20)

The coefficient of G vanishes when ħω = E_b − E_a. A common potential is thus not sufficient: apart from isolated values of k at which ⟨b|ψ|a⟩ itself vanishes, the photon energy must be the eigenvalue difference of the same H.

The radial proof exhibits the surface term and allows V_a ≠ V_b. Differentiate D and insert (4) for each state. The κ terms are (κ_a − κ_b)P_bQ_a/r from P_b′Q_a + P_bQ_a′ and −(κ_b − κ_a)Q_bP_a/r from −Q_b′P_a − Q_bP_a′. The coefficient of Q_bQ_a/ħc is (E_b − V_b + mc²) − (E_a − V_a + mc²), that of P_bP_a/ħc is −(E_a − V_a − mc²) + (E_b − V_b − mc²), and mc² drops out of both:

dD/dr = −ΔκS/r + [E_b − E_a − (V_b − V_a)]N/ħc.   (21)

Then d(j_LD)/dr = kj_L′D − Δκj_LS/r + j_L[E_b − E_a − (V_b − V_a)]N/ħc. Division by k, with ħck = ħω, expresses Δκ(j_L/x)S − j_L′D through a total derivative, and (13) becomes

M_l = −[j_LD]₀^∞/k + [(E_b − E_a)/ħω − 1]∫j_LN dr − ∫(V_b − V_a)j_LN dr/ħω.   (22)

Bound states decay at infinity. At the origin of a point-nucleus potential, the 1/r terms of (4) give P, Q ∝ r^γ with γ = √(κ² − (Zα_f)²), so j_LD vanishes there at least as fast as r^{L+γ_a+γ_b} (faster if κ_a = κ_b in the same potential, where the leading terms of D cancel). With V_a = V_b and ħω = E_b − E_a, M_l = 0, and (11) gives

M(G) = M_C = M_B for every G.   (23)

The radial shape of V entered only through the vanishing of the surface term, and no expansion in x or Zα_f was made. The same steps with r^L in place of j_L give ∫r^{L−1}(ΔκS − LD)dr = ∫r^L[E_b − E_a − (V_b − V_a)]N dr/ħc, so on shell

M_V/M_len = 1 − ∫(V_b − V_a)r^LN dr / (ħω∫r^LN dr),   (24)

and M_V = M_len under the conditions of (23), although both in general differ from M_C by the retardation correction.

**Failure of the equality**

If M_l ≠ 0, M(G) is linear in G and vanishes at G = M_C/M_l; a rate ∝ M² can then be given any non-negative value by the choice of G. Equation (22) gives M_l for a photon energy taken from elsewhere and for states computed in different local potentials.

The second case also shows which gauge goes with which form, a question that (23) hides. Put 1s in a Coulomb potential of charge 2 and 2p in one of charge 1, so V_b − V_a = +α_fħc/r. In the Schrödinger limit, with a₀ = ƛ/α_f, P_bP_a ∝ r³e^{−5r/2a₀}, ∫P_bP_a dr/∫rP_bP_a dr = 5/(8a₀) and ħω = (2 − 1/8)α_fħc/a₀, so (24) gives 1 − (5/8)/(15/8) = 2/3. Numerically the Schrödinger velocity-to-length ratio, evaluated with the Dirac photon energy, is 0.6666, while for 2p₁/₂ the Dirac M_C is 0.99996 of the velocity value from (18) and M_B is 0.99986 of the length value. Three further transitions, with ratios 0.6666, 0.8000 and 0.5000, show the same pairing, the largest relative deviation from the Schrödinger values being 3.1×10⁻⁴.

For a common Hamiltonian H + W with nonlocal Hermitian W, the commutator identity still involves H alone. Writing H = (H+W) − W in (20), on shell,

Y_baM_l = −⟨b|[W, ψ]|a⟩/ħω.   (25)

Under the phase change e^{iqχ/ħ} of the wave function W acquires, to first order in χ, the term (iq/ħ)[χ, W], which the coupling q(φ − cα·A) does not supply. The exchange operator of the Dirac–Hartree–Fock method is nonlocal, so (23) is not guaranteed for amplitudes between its orbitals. A solvable case is W = λΣ_m|g_m⟩⟨g_m| with g = (1s + 2s)/√2 built from eigenstates of H whose large components P are both positive near the origin (this relative sign is part of the definition of W). It leaves b = 2p₁/₂ unchanged, W|b⟩ = 0, and mixes 1s with 2s through the 2×2 matrix diag(E_1s, E_2s) plus λ/2 in every entry. For the lower eigenvector a = c₁·1s + c₂·2s, equation (25) reduces to +⟨b|ψW|a⟩/ħω:

M_l = λ[(c₁ + c₂)/√2]∫j₁N_bg dr/ħω,   (26)

with N_bg formed from b and g.

**Emission rate**

A photon mode in volume 𝒱 has A₀² = ħ/(2ε₀ω𝒱), and the density of modes per unit energy is 𝒱ω²dΩ_k/(8π³c³ħ). The golden rule, (2π/ħ)e²c²A₀² times that density, with α_f = e²/(4πε₀ħc), gives

dW = (α_fω/2π)|ε·F(k̂)|²dΩ_k,   F = ⟨b|αe^{ik·r}|a⟩,   (27)

the emission amplitude being the complex conjugate of the absorption amplitude. To project F on multipoles, start from 4πi^Lψ = ∫Y_LM(k̂)e^{ik·r}dΩ_k. Since r×∇e^{ik·r} = −k×∇_ke^{ik·r}, integration by parts on the sphere moves k×∇_k onto Y with a plus sign; the curl then supplies ik×, and k×(k×∇_kY) = −k²∇_kY. With Y^E = k∇_kY_LM/Λ,

∫Y^E(k̂)e^{ik·r}dΩ_k = 4πi^{L−1}a^E(r).   (28)

The Y^E are tangential and orthonormal, because ∫(∇Y_L′M′)*·∇Y_LM over the unit sphere equals L(L+1)δδ by parts; together with the magnetic fields k̂×Y^E they form a complete orthonormal set of tangential fields. The polarization sum and the integral over k̂ in (27) thus become a sum of squared projections, and by (28) and (11) the electric multipole L contributes (α_fω/2π)(4π)²M²Σ|Y_ba|², summed over M and m_a. For the angular sum, expand Ω_κm(r̂) in spin states along ±r̂: the components are √((2j+1)/8π) times rotation matrices D^{j*}_{m,±½}, equal in weight because σ_r turns Ω_κ into the orthogonal Ω_−κ, with a relative sign fixed by parity. With Y_LM = √((2L+1)/4π)D^{L*}_{M0}, each spin projection gives an integral of three D functions, 4π times two 3j symbols. The two projections cancel for odd l_a + l_b + L, where parity forbids the transition, and add otherwise, so |Y_ba|² = [(2j_a+1)(2j_b+1)(2L+1)/4π] (j_a j_b L; ½ −½ 0)² (j_a j_b L; m_a −m_b M)². The last factor sums to 1/(2j_b+1), and

A = 2α_fω(2L+1)(2j_a+1)(j_a j_b L; ½ −½ 0)² M².   (29)

On shell in a common local potential M may be taken in any gauge. As a limit, take 2p₁/₂ → 1s in hydrogen with an infinitely heavy nucleus. The 3j symbol squared is 1/6, the angular factor 3·2/6 = 1, and M → M_len = √2kI₁/3. From P_1s = 2a₀^{−3/2}re^{−r/a₀} and P_2p = r²e^{−r/2a₀}/(2√6a₀^{5/2}), I₁ = 4!(2/3)⁵a₀/√6, so I₁² = 2¹⁵a₀²/3⁹. With k = 3α_f²/(8ƛ), A = (4/9)α_fck³I₁² = (2/3)⁸α_f⁵mc²/ħ = 6.268315×10⁸ s⁻¹; equation (29) with Dirac functions gives 6.268354×10⁸ s⁻¹.

**Worked example: hydrogen-like tin**

Take Z = 50, Zα_f = 0.3648676, at the Dirac–Coulomb level: a point nucleus of infinite mass, without radiative corrections. Nuclear size, recoil and QED are left out, so the digits below serve to compare gauges and are not predictions of measured rates. The numerical output follows the text; among the checks made in obtaining it, (12)–(14) were tested off shell against three-dimensional quadrature with explicit α matrices.

For 2p₁/₂ → 1s the binding energies give ħω = 5.6442395×10⁻¹⁵ J − 1.4234340×10⁻¹⁵ J = 4.220806×10⁻¹⁵ J (26.344 keV), ω = 4.002388×10¹⁹ s⁻¹ and k = 1.335053×10¹¹ m⁻¹. Equation (12) gives M_C = 0.08254431. Equation (14) gives M_B = 0.07976239 + 0.00278192 = 0.08254431 from its scalar and vector parts, and |M_l| is at rounding level, 10⁻¹⁶. With angular factor 1,

A = 2 × 7.297353×10⁻³ × 4.002388×10¹⁹ s⁻¹ × (0.08254431)² = 3.980×10¹⁵ s⁻¹.

For j_a = j_b = ½ and a change of parity E1 is the one allowed multipole (L ≤ 1, M1 forbidden by parity), so (27) evaluated directly with plane waves must give the same rate; it gives 3.980052×10¹⁵ s⁻¹, as does (29).

The long-wavelength forms agree with each other, M_V = M_len = 0.08177221, as (24) requires, but M_B/M_len = 1.009442. The scalar part lies 2.5% below M_len and the vector part adds 3.4% of M_len; the leading-order fractions, with (Zα_f)² = 0.1331, are −2.5% and +3.3%. The net 0.94% is a difference of these, and the estimate (Zα_f)²/16 = 0.83% falls short of it by 0.11 percentage points, 12% of the net value.

For the E1 part of 2p₃/₂ → 1s (the M2 channel is left out), ħω = 4.270291×10⁻¹⁵ J (26.653 keV), M_C = M_B = 0.08041956 − 0.00032100 = 0.08009857 and A = 3.792×10¹⁵ s⁻¹. Here M_B/M_len = 0.970335, a shift of −3.0% against −2.9% from (19). The vector part is small and negative, as the fraction −1/32 indicates, so both corrections lower the amplitude. The two transitions have M_len within 1% of each other, 0.08177 and 0.08255, and retardation reverses their order. For the E2 part of 3d₅/₂ → 1s (M3 left out), ħω = 5.036463×10⁻¹⁵ J (31.435 keV), G_B = 1.224745, M_C = M_B = 3.448282×10⁻³ and A = 8.288×10¹² s⁻¹. With M_B/M_len = 0.935473 the retarded rate is 0.935473² = 0.875 of the long-wavelength rate. Agreement of velocity and length forms is therefore no measure of the error of the long-wavelength approximation.

That (23) does not depend on the 1/r shape is tested in the model potential V = −(α_fħc/r)[40 + 10e^{−r/d}] with d = 2.0×10⁻¹² m, whose states were found by numerical integration of (4). For 2p₁/₂ → 1s both gauges give 7.1911268×10⁻², and for 3d₅/₂ → 1s both give 2.1734943×10⁻³; the test requires |M_C/M_B − 1| < 10⁻⁷.

Two cases violate the assumptions. With 1s in Z = 50 and 2p₁/₂ in Z = 49, V_b − V_a = +α_fħc/r and ħω = 4.279667×10⁻¹⁵ J. Equations (13) and (22) both give M_l = −1.1175453×10⁻³, and M_B = M_C − G_BM_l = 0.08060475 + 1.414214 × 0.00111755 = 0.08218520. The rates are 3.848×10¹⁵ s⁻¹ (Coulomb) and 4.001×10¹⁵ s⁻¹ (Babushkin), the first 3.8% below the second. With the nonlocal W at Z = 50 and λ = 1.0×10⁻¹⁵ J, c₁ = 0.993243, c₂ = −0.116054, the lower state is bound by 5.202661×10⁻¹⁵ J and ħω = 3.779227×10⁻¹⁵ J. Equations (13) and (26) both give M_l = −0.01640402, so M_B = 0.08231797 + 1.414214 × 0.01640402 = 0.1055168, and the rates are 3.544×10¹⁵ s⁻¹ and 5.823×10¹⁵ s⁻¹, although a and b are eigenstates of one Hermitian Hamiltonian and the photon is on shell. In both cases M_B − M_C = −G_BM_l measures the violation of the assumptions behind (23); nothing in the derivation selects one of the two values as the better one.

Values computed for the example and the checks

```
alpha = 7.297352564e-03, m c^2 = 8.1871058e-14 J, hbar/(m c) = 3.8615927e-13 m
Z = 50, Z alpha = 0.3648676
binding energy 1s: 5.6442395e-15 J
binding energy 2s: 1.4234340e-15 J
binding energy 2p1/2: 1.4234340e-15 J
binding energy 2p3/2: 1.3739489e-15 J
binding energy 3d5/2: 6.0777604e-16 J
E1 2p1/2->1s: hbar w = 4.220806e-15 J = 26.3442 keV
  w = 4.002388e+19 1/s, k = 1.335053e+11 1/m, G_B = 1.414214
  M_C = 8.254430643e-02, M_B = 8.254430643e-02, |M_l| = 1e-16
  M_B scalar part = 7.9762388e-02, vector part = 2.7819180e-03
  M_V = 8.177221415e-02, M_len = 8.177221415e-02, M_B/M_len = 1.009442
  (2L+1)(2ja+1)3j^2 = 1.000000, A = 3.980052e+15 1/s
E1 2p3/2->1s: hbar w = 4.270291e-15 J = 26.6531 keV
  w = 4.049312e+19 1/s, k = 1.350705e+11 1/m, G_B = 1.414214
  M_C = 8.009856538e-02, M_B = 8.009856538e-02, |M_l| = 3e-17
  M_B scalar part = 8.0419562e-02, vector part = -3.2099698e-04
  M_V = 8.254729576e-02, M_len = 8.254729576e-02, M_B/M_len = 0.970335
  (2L+1)(2ja+1)3j^2 = 1.000000, A = 3.791631e+15 1/s
E2 3d5/2->1s: hbar w = 5.036463e-15 J = 31.4351 keV
  w = 4.775837e+19 1/s, k = 1.593048e+11 1/m, G_B = 1.224745
  M_C = 3.448281692e-03, M_B = 3.448281692e-03, |M_l| = 3e-19
  M_B scalar part = 3.4648429e-03, vector part = -1.6561212e-05
  M_V = 3.686136762e-03, M_len = 3.686136762e-03, M_B/M_len = 0.935473
  (2L+1)(2ja+1)3j^2 = 1.000000, A = 8.288011e+12 1/s
plane-wave rate 2p1/2->1s, Z=50: 3.980052e+15 1/s
Z=1 2p1/2->1s: A = 6.268354e+08 1/s, (2/3)^8 alpha^5 mc^2/hbar = 6.268315e+08 1/s
Z=2 2p1/2-1s: (M_B/M_len - 1)/(Z alpha)^2 = 0.06251
Z=4 2p1/2-1s: (M_B/M_len - 1)/(Z alpha)^2 = 0.06255
Za=2,Zb=1 kappa -1->1 L=1: M_C/vel = 0.99996, M_B/len = 0.99986, vel/len = 0.6666
Za=2,Zb=1 kappa -1->-2 L=1: M_C/vel = 0.99986, M_B/len = 0.99980, vel/len = 0.6666
Za=2,Zb=1 kappa -1->-3 L=2: M_C/vel = 0.99974, M_B/len = 0.99969, vel/len = 0.8000
Za=2,Zb=1 kappa -2->-3 L=1: M_C/vel = 0.99994, M_B/len = 0.99993, vel/len = 0.5000
screened model: Z = 50, Z_inf = 40, d = 2.0e-12 m
  binding energy 1s: 4.818486e-15 J
  binding energy 2p1/2: 9.768799e-16 J
  binding energy 3d5/2: 3.917867e-16 J
  E1 2p1/2->1s: M_C = 7.1911268e-02, M_B = 7.1911268e-02, A = 2.74932e+15 1/s
  E2 3d5/2->1s: M_C = 2.1734943e-03, M_B = 2.1734943e-03, A = 2.89412e+12 1/s
1s in Z=50, 2p1/2 in Z=49 (binding 1.364573e-15 J): hbar w = 4.279667e-15 J
  M_C = 8.0604749e-02, M_B = 8.2185197e-02, M_l = -1.1175453e-03, predicted -1.1175453e-03
  A_C = 3.84814e+15 1/s, A_B = 4.00052e+15 1/s
nonlocal: lambda = 1.0e-15 J, c_1s = 0.993243, c_2s = -0.116054
  binding energy = 5.202661e-15 J, hbar w = 3.779227e-15 J
  M_C = 8.2317969e-02, M_B = 1.0551675e-01, M_l = -1.6404015e-02, predicted -1.6404015e-02
  A_C = 3.54414e+15 1/s, A_B = 5.82324e+15 1/s
```
